# Why antiprotonic helium near n = 38 lives for microseconds

## What symmetry fixes

Antiprotonic helium consists of an alpha nucleus, an antiproton in an orbit with quantum numbers \((n,l)\), and one electron close to a 1s state. In Auger decay the antiproton drops to a lower orbit \((n',l')\) and the electron leaves. The initial electron carries no orbital angular momentum, so the atom has total \(J=l\). If the electron leaves with angular momentum \(L\), conservation of \(J\) requires

\[
l\le l'+L,\qquad\text{hence}\qquad L\ge l-l'. \tag{1}
\]

To first order, the repulsion between the two negative particles must therefore act through its multipole of order \(L\). With the electron at \(r\) outside the antiproton at \(R\), this multipole is \(R^L/r^{L+1}\). For an antiproton orbit small on the electron's scale, the amplitude thus scales as \(R^L\), and the rate as \(R^{2L}\).

Hartree atomic units are used unless a unit is given. The power of \(R\) alone is not enough: for the transfer distance found below, 0.383 bohr, one more unit of \(L\) costs a factor \(1/0.383^2\approx6.8\). Most of the suppression comes from the centrifugal barrier of the outgoing electron.

## Which multipole energy conservation demands

Let \(M\) be the reduced mass of antiproton and nucleus, 1466.9 electron masses. In a common effective charge \(Z\), the antiproton has binding energy \(MZ^2/(2n^2)\) and the 1s electron \(Z^2/2\). These agree at \(n=\sqrt M=38.3\), which explains the scale \(n\approx38\). This matching of scales is not a calculation of antiproton capture.

For the energies, the electron is first solved in the field of charges \(+2\) and \(-1\) at fixed separation \(R\), giving \(e(R)\). The antiproton then moves in

\[
U_l(R)=-\frac2R+e(R)+\frac{l(l+1)}{2MR^2},\qquad n=l+1+v, \tag{2}
\]

where \(v\) counts radial nodes. This Born–Oppenheimer treatment omits the nuclear recoil coupling and the electron's delayed response to the antiproton's motion.

After Auger decay a hydrogen-like ion of nuclear charge 2 remains. Its energy is \(-M\,2^2/(2n'^2)\), so the ejected electron has

\[
\frac{k^2}{2}=E_{nl}+\frac{2M}{n'^2}>0. \tag{3}
\]

For \((38,35)\), \(E=-2.8249\) hartree; a fully converged \(e(R)\) lowers this and the other atomic levels by 0.0001 to 0.0002 hartree, leaving their differences unchanged at the digits shown. The ion level \(n'=32\) lies at \(-2.8650\) hartree and is open; \(n'=33\), at \(-2.6940\) hartree, is closed. The largest \(l'\) is therefore \(32-1=31\), and

\[
L_{\min}=l-(n'_{\max}-1)=35-31=4. \tag{4}
\]

The same ion level is the highest open one for all five states computed at \(n=38\), \(l=33\) to 37, giving \(L_{\min}=2\) to 6. The requirement \(L\ge4\) thus belongs to the nearly circular states, \(l\ge35\), and not to every state with \(n=38\).

## The Auger rate

Write the initial wave function as
\[
\frac{\chi_i(R)}R Y_{ll}(\hat R)\,\frac{g(r)}r Y_{00}(\hat r),
\]
and the final one as
\[
\frac{\chi_f(R)}R Y_{l'm'}(\hat R)\,\frac{F_L(r)}r Y_{L\mu}(\hat r).
\]
All radial functions are real, and \(F_L\) is normalized per unit energy. The repulsion is

\[
\frac1{|\mathbf r-\mathbf R|}=\sum_{\lambda}\frac{r_<^\lambda}{r_>^{\lambda+1}}
\frac{4\pi}{2\lambda+1}\sum_\mu Y_{\lambda\mu}(\hat r)Y^*_{\lambda\mu}(\hat R). \tag{5}
\]

Here \(r_<\) and \(r_>\) are the smaller and larger of \(r,R\). Since \(Y_{00}=1/\sqrt{4\pi}\), the electron's angular integral selects \(\lambda=L\) and supplies \(1/\sqrt{4\pi}\). Central one-particle potentials cannot contribute, because they do not change \(l\). The recoil coupling through the moving nucleus is not central and could contribute; it is omitted here. The golden rule gives

\[
\Gamma_A=2\pi W\left|\int\chi_f\chi_i f_L\,dR\right|^2,\qquad
f_L(R)=\int_0^\infty F_L\,g\,\frac{r_<^L}{r_>^{L+1}}\,dr, \tag{6}
\]

\[
W=\frac{4\pi}{(2L+1)^2}\sum_{m'\mu}
\left|\int Y^*_{l'm'}Y^*_{L\mu}Y_{ll}\,d\hat R\right|^2. \tag{7}
\]

For \(l'=l-L\), the condition \(m'+\mu=l\) leaves one term, \(m'=l'\), \(\mu=L\). Up to a sign, \(Y_{jj}=N_j\sin^j\theta\,e^{ij\phi}\). Normalization gives \(N_j^2=b_j/(4\pi)\), with \(b_j=(2j+1)!!/(2j)!!\). Therefore \(Y_{l'l'}Y_{LL}=(N_{l'}N_L/N_l)Y_{ll}\) up to a sign, and

\[
W=\frac{1}{(2L+1)^2}\frac{b_{l-L}\,b_L}{b_l}. \tag{8}
\]

For \(l=35\), \(L=4\), this is 0.0286. The large value of \(l\) itself does not make the angular factor tiny.

The electron starts in \(g=2Z_e^{3/2}re^{-Z_er}\). The charge \(Z_e\) minimizes its energy in the spherical average of the antiproton's field, with \(R\) set to its mean value:

\[
\frac{Z_e^2}{2}-2Z_e+\frac1R-e^{-2Z_eR}\left(\frac1R+Z_e\right). \tag{9}
\]

The last two terms are the average of \(1/\max(r,R)\). For \((38,35)\), \(Z_e=1.57\). The outgoing electron moves in the potential \(-1/r\) of the singly charged ion.

## Why one more unit of L costs so much

The outgoing wave obeys

\[
F_L''+\left[k^2+\frac2r-\frac{L(L+1)}{r^2}\right]F_L=0. \tag{10}
\]

Its regular solution is \(F_L=C_Lu_L\), with

\[
u_L=r^{L+1}e^{-ikr}{}_1F_1(a;2L+2;2ikr),\qquad a=L+1+\frac ik. \tag{11}
\]

At large \(r\), the two asymptotic terms of \({}_1F_1\) combine into a sine, up to a slowly varying phase, with amplitude

\[
\frac{2(2L+1)!\,e^{-\pi/(2k)}}{|\Gamma(a)|(2k)^{L+1}}. \tag{12}
\]

Normalization per unit energy requires amplitude \(\sqrt{2/(\pi k)}\), because \(\int_0^\infty\sin kr\sin k'r\,dr\) gives \((\pi/2)\delta(k-k')\) and \(\delta(k-k')=k\,\delta(\varepsilon-\varepsilon')\), where \(\varepsilon=k^2/2\). Dividing the required amplitude by (12) gives \(C_L\). The gamma function follows from

\[
|\Gamma(a)|^2=k^{-2L}\prod_{s=1}^L(1+s^2k^2)\,
\frac{\pi/k}{\sinh(\pi/k)}. \tag{13}
\]

Using \(e^{\pi/k}/\sinh(\pi/k)=2/(1-e^{-2\pi/k})\), one obtains

\[
C_L^2=\frac{4^{L+1}}{[(2L+1)!]^2}
\frac{\prod_{s=1}^{L}(1+s^2k^2)}{1-e^{-2\pi/k}}. \tag{14}
\]

Near the nucleus (10) gives \(F_L=C_Lr^{L+1}[1-r/(L+1)+\cdots]\). Keep the leading term and the region \(r>R\). The factor \(r^{L+1}\) then cancels the denominator of the multipole potential:

\[
f_L(R)\approx C_LR^L\int_R^\infty g(r)\,dr. \tag{15}
\]

The remaining integral does not depend on \(L\). At fixed \(R\) and \(k\), the squared electron amplitude therefore falls by

\[
\frac{f_L^2}{f_{L+1}^2}\approx
\left[\frac{(2L+2)(2L+3)}{2R}\right]^2
\frac1{1+(L+1)^2k^2}. \tag{16}
\]

For \((38,35)\), \(k=0.283\), and the mean distance weighted by \(|\chi_i\chi_f|\) is \(R=0.383\) bohr. From \(L=3\) to 4,

\[
\left(\frac{8\times9}{2\times0.383}\right)^2
\frac1{1+16\times0.283^2}\approx3.9\times10^3. \tag{17}
\]

Of this, 6.8 comes from \(1/R^2\) and about 570 from the outgoing wave. The full radial integral gives \(3.4\times10^3\). Equation (16) exceeds the full result by 22 percent at the step from \(L=2\), and by 6 percent at the step from \(L=5\). The omitted correction \(-r/(L+1)\) has the right direction: it reduces the lower multipole more, and it weakens as \(L\) grows.

Two limits show what the barrier does. Near threshold the last factor in (16) tends to one and the suppression is strongest. If \((L+1)k\gg1\) while the small-\(r\) form still holds, (16) becomes \([(2L+3)/(kR)]^2\), so a faster electron pays less for each unit of \(L\). The approximation fails once \(F_L\) oscillates within the 1s orbital.

## What competes: photon emission

With charges \(+2,-1,-1\), the atom is neutral and its dipole does not depend on the origin. Measured from the nucleus it is \(-\mathbf R-\mathbf r\). Let \(z\) be the electron coordinate along \(\hat R\). After averaging over the electron, the dipole magnitude is

\[
d(R)=R+\langle z\rangle,\qquad \langle z\rangle<0. \tag{18}
\]

The electron is pushed away from the antiproton and partly cancels its dipole. At \(R=0.5\) bohr, \(\langle z\rangle=-0.23\) bohr, leaving \(d\approx0.27\).

For photon polarization \(\mathbf e\) and light speed \(c=1/\alpha\), the squared coupling in a unit normalization volume is \(2\pi\omega|\mathbf e\cdot\mathbf d|^2\). The golden rule with photon density \(\omega^2d\Omega/[(2\pi)^3c^3]\), and \(\sum_{\mathbf e}\int|\mathbf e\cdot\mathbf d|^2d\Omega=(8\pi/3)|\mathbf d|^2\), gives \(A=(4/3)\alpha^3\omega^3|\mathbf d|^2\).

The angular factor for \(l\to l-1\) is \(3W\) at \(L=1\), which by (8) equals \(l/(2l+1)\). Since \(\hat R^2=1\), the branch to \(l+1\) receives the rest, \((l+1)/(2l+1)\). With \(l_>\) the larger of the two values,

\[
A=\frac43\alpha^3\omega^3\frac{l_>}{2l+1}
\left|\int\chi_f\,d(R)\,\chi_i\,dR\right|^2. \tag{19}
\]

The strongest line from \((38,35)\) goes to \((37,34)\), with \(\omega=0.0859\) hartree, or 2.34 eV, and dipole integral 0.312:

\[
A=\frac43\,\frac{35}{71}\,(0.0859)^3(0.312)^2\alpha^3
\approx4.1\times10^{-5}\alpha^3. \tag{20}
\]

This is \(6.5\times10^5\ \mathrm{s^{-1}}\). The other lines raise the total to \(6.9\times10^5\ \mathrm{s^{-1}}\).

## How large the rates are

| State | \(L\) | Auger rate (s⁻¹) | Photon rate (s⁻¹) |
|---|---:|---:|---:|
| (38,33) | 2 | 7.6 × 10⁹ | 7.1 × 10⁵ |
| (38,34) | 3 | 2.2 × 10⁷ | 6.9 × 10⁵ |
| (38,35) | 4 | 2.0 × 10⁴ | 6.9 × 10⁵ |
| (38,36) | 5 | 8 | 6.8 × 10⁵ |
| (38,37) | 6 | 10⁻³ | 6.9 × 10⁵ |

In this first-order model the crossover lies between \(L=3\) and \(L=4\). For \((38,35)\) the total rate is

\[
(0.020+0.686)\times10^6\ \mathrm{s^{-1}}
=0.706\times10^6\ \mathrm{s^{-1}}, \tag{21}
\]

so the lifetime is 1.4 microseconds. For \((38,34)\) this model gives 44 nanoseconds, an overestimate, as explained below. Slow Auger decay permits the microsecond lifetime; photon emission sets its value.

The successive Auger suppressions are about 350, 1100, 2600 and 7200. In this model a factor of about a thousand describes the important step from \(L=3\) to 4, but the factor is not constant.

That step is smaller than the \(3.4\times10^3\) found at fixed \(R\) and \(k\), because the two states differ in more than \(L\). By (14), the slower electron from \((38,34)\) multiplies its \(L=3\) rate by about 0.80. By (8), the angular weights multiply the ratio by \((81/49)(8/9)(71/70)=1.49\). Together these would give about \(4\times10^3\). The remaining factor of nearly four comes almost entirely from the antiproton's initial radial function. For \((38,34)\) it has three nodes instead of two, and its radial integral with the nodeless final function is smaller: changing this function alone multiplies the \(L=3\) rate by about 0.25. The slight change in \(Z_e\) matters only at the level of 1 percent.

## How far the estimate can be trusted

Two approximations dominate. The first is the undistorted 1s electron: in reality the antiproton polarizes it, and several lower multipoles acting in succession can also transfer \(L\) units. The second is the neglect of recoil: the ion's centre of mass lies \(0.20R\) from the nucleus, and taking the multipole about that point alone multiplies the first-order rate by about 0.3 at \(L=2\) and 3 and by 0.18 at \(L=4\). Neither effect is in the table. A coupled-channel treatment that includes both gives about \(3\times10^{11}\), \(1.3\times10^8\) and \(1.4\times10^4\ \mathrm{s^{-1}}\) for \((38,33)\), \((38,34)\) and \((38,35)\), that is about 40, 6 and 0.7 times the table. The lifetime of \((38,34)\) is then about 8 nanoseconds, and the step from \(L=3\) to 4 is near \(9\times10^3\). The table thus shows the trend with \(L\) and the position of the crossover, not the rates themselves, and the tiny values at \(L=5\) and 6 should not be read as predictions.

The conclusion needs less accuracy. At \(L=4\), the omitted effects would have to raise the Auger rate 34-fold to match photon emission. Setting \(Z_e\) to 1 or 2 gives \(2.7\times10^4\) or \(1.6\times10^4\ \mathrm{s^{-1}}\), both well below the photon rate. This tests sensitivity to the orbital's size, not to correlation. The other Auger channels examined for \((38,35)\) add about 1 percent to its main channel.

The photon rate has its own uncertainty. Two independent basis calculations of \(\langle z\rangle\) at \(R=0.5\) bohr differ by 0.005 bohr. That is about 2 percent of \(d\), or 4 percent of a rate proportional to \(d^2\) at that distance.

## What to do in practice

To classify a state, compute its energy with the electron included, find the highest open ion level, and apply (4). Then check the electron energy as well as \(L\). The state \((37,34)\) shows why. From the photon energy above, its energy is \(-2.8249-0.0859=-2.9108\) hartree. Now \(n'=32\) is closed and \(n'=31\), at \(-3.0529\) hartree, is open, so \(L=34-30=4\) again. The electron energy, however, is 0.142 hartree instead of 0.040, and (14) makes \(C_4^2\) about ten times larger. That factor alone would put the Auger rate near \(2\times10^5\ \mathrm{s^{-1}}\). The radial integrals change too and take back about half of this, leaving about \(1\times10^5\ \mathrm{s^{-1}}\) in the same first-order model. With polarization and recoil included it is about \(2\times10^5\ \mathrm{s^{-1}}\). Either value is not negligible beside a photon rate like those in the table. States with \(L=4\) therefore need individual calculation.

A laser transition from an \(L=4\) state to one with \(L\le3\) switches on fast Auger decay. Between the lifetimes of \((38,35)\) and \((38,34)\) the contrast is a factor of 32 in the first-order model, and about 180 with polarization and recoil included.

Electric fields from neighbouring atoms can do the same by mixing values of \(l\). For a coupling \(V\) between levels separated by \(\Delta\), the admixed amplitude is approximately \(V/\Delta\) when it is small. The electron separates \((38,35)\) from \((38,34)\) by 0.0113 hartree. In the bare ion, levels of equal \(n'\) are degenerate in this nonrelativistic model, so even a weak field mixes them strongly. The electron thus protects the atom by lifting this degeneracy.

The protection is finite. An admixture of \((38,34)\) with probability \(p\) adds about \(p\times2.2\times10^7\ \mathrm{s^{-1}}\). This equals the undisturbed decay rate at \(p\approx0.03\), or \(V\approx\sqrt{0.03}\times0.0113\approx0.002\) hartree. Mixing onward to \((38,33)\), which lies 0.0220 hartree below \((38,35)\), lowers this tolerance. If the same \(V\) also couples \((38,34)\) to \((38,33)\), the second admixed amplitude is about \(V^2/(0.0113\times0.0220)\). At \(V=0.002\) hartree its probability is only \(2.6\times10^{-4}\), but with an Auger rate of \(7.6\times10^9\ \mathrm{s^{-1}}\) it adds about \(2\times10^6\ \mathrm{s^{-1}}\), more than the admixture of \((38,34)\) itself. These figures use the first-order rates. With the larger coupled-channel rates of \((38,34)\) and \((38,33)\) the same estimate doubles the decay rate already near \(V\approx5\times10^{-4}\) hartree. A lifetime calculated for the isolated atom should therefore be applied to a dense gas only after the collisional mixing has been estimated.

The numerical output follows.

## Values computed for the example and the checks

```
reduced mass M = 1466.899 electron masses; sqrt(M) = 38.30
electron at R = 0.5 bohr: energy -0.74338 hartree, <z> -0.2275 bohr
  Gaussian-basis check: -0.74329 hartree, -0.2225 bohr
ion level n' = 31: -3.0529 hartree
ion level n' = 32: -2.8650 hartree
ion level n' = 33: -2.6940 hartree
States n = 38 (energies in hartree, lengths in bohr):
l=33: E=-2.8469, highest open n'=32, L=2, electron energy=0.0181, mean R=0.640, 1s charge=1.611
l=34: E=-2.8362, highest open n'=32, L=3, electron energy=0.0288, mean R=0.626, 1s charge=1.592
l=35: E=-2.8249, highest open n'=32, L=4, electron energy=0.0401, mean R=0.610, 1s charge=1.571
l=36: E=-2.8129, highest open n'=32, L=5, electron energy=0.0521, mean R=0.593, 1s charge=1.548
l=37: E=-2.8002, highest open n'=32, L=6, electron energy=0.0648, mean R=0.575, 1s charge=1.522
Rates (1/s) and total lifetime (s):
l=33, L=2: Auger=7.56e+09, radiative=7.06e+05, lifetime=1.32e-10
l=34, L=3: Auger=2.19e+07, radiative=6.94e+05, lifetime=4.42e-08
l=35, L=4: Auger=2.03e+04, radiative=6.86e+05, lifetime=1.42e-06
l=36, L=5: Auger=7.73e+00, radiative=6.84e+05, lifetime=1.46e-06
l=37, L=6: Auger=1.08e-03, radiative=6.89e+05, lifetime=1.45e-06
Auger suppression L=2 to 3: factor 3.45e+02
Auger suppression L=3 to 4: factor 1.08e+03
Auger suppression L=4 to 5: factor 2.63e+03
Auger suppression L=5 to 6: factor 7.17e+03
Details for (38,35):
splitting E(38,35)-E(38,34) = 0.0113 hartree
angular weight W = 0.02863
mean R weighted by |initial*final| = 0.383 bohr
ejected electron momentum k = 0.283 atomic units
other Auger channels / main channel = 9.50e-03
Auger rate with 1s charge 1: 2.73e+04 1/s; charge 2: 1.59e+04 1/s
strongest photon line: to (37,34), 0.0859 hartree = 2.34 eV
  its dipole integral = 0.312 atomic units, rate = 6.51e+05 1/s
radiative / Auger rate = 33.8
lifetime = 1.42 microseconds
Squared electron amplitude, suppression at fixed R and k:
L=2 to 3: full integral 1430, step law 1748
L=3 to 4: full integral 3429, step law 3873
L=4 to 5: full integral 6326, step law 6868
L=5 to 6: full integral 10063, step law 10677
largest box-normalization deviation = 0.13 percent
```
